# A kinetic Monte Carlo event is not a fixed physical time: a numerical check

```python
"""
Result under test: in kinetic Monte Carlo the wait before an event is
exponentially distributed with mean 1/R, where R is the total rate of all
events possible in the current state. One event is not a fixed time.

Model: ring of N sites, irreversible adsorption with rate k per open site.
A site is open if it and both its neighbours are empty. A = number of open
sites, so R = k*A. theta = adsorbates per site, P_m = probability that m
consecutive sites are empty. Times are in seconds unless a name says otherwise.
"""
import random
import numpy as np
from scipy.stats import kstest

rng = np.random.default_rng(12345)
pyrng = random.Random(2468)
N = 10000
k = 20.0


def theta_exact(t):
    return 0.5 * (1 - np.exp(-2 * (1 - np.exp(-k * t))))


def empty_run_exact(m, t):
    return np.exp(-(m - 2) * k * t) * np.exp(-2 * (1 - np.exp(-k * t)))


theta_sat = 0.5 * (1 - np.exp(-2.0))


def time_to_fraction(f):
    x = -0.5 * np.log(1 - 2 * f * theta_sat)
    return -np.log(1 - x) / k


t_half, t_99 = time_to_fraction(0.5), time_to_fraction(0.99)

# --- Competing events: independent clocks, the earliest one fires ---
rates = np.array([20.0, 60.0, 120.0])
clocks = rng.exponential(1 / rates, size=(200000, 3))
winner = clocks.argmin(axis=1)
first = clocks.min(axis=1)
R3 = rates.sum()
share = np.array([(winner == i).mean() for i in range(3)])
wait_by_winner = np.array([first[winner == i].mean() for i in range(3)])
assert np.allclose(share, rates / R3, atol=0.006)
assert np.allclose(wait_by_winner, 1 / R3, rtol=0.035)
assert abs(first.std() * R3 - 1) < 0.02
# the inverse-transform draw gives the same distribution
drawn = -np.log(1 - rng.random(200000)) / R3
assert kstest(drawn, first).pvalue > 1e-3

# --- Surface filling with one arrival clock per site; R is never used ---
waits, opens = [], []
runs_clock = 100
runs_empty = {(m, t): 0.0 for m in (2, 3, 4, 5) for t in (t_half, t_99)}
for run in range(runs_clock):
    arrival = rng.exponential(1 / k, N)
    order = np.argsort(arrival).tolist()
    arrival = arrival.tolist()
    is_open = bytearray(b"\x01") * N
    n_open, last = N, 0.0
    adsorbed_at = np.full(N, np.inf)
    for s in order:
        if is_open[s]:
            t = arrival[s]
            waits.append(t - last)
            opens.append(n_open)
            last = t
            adsorbed_at[s] = t
            for q in (s - 1, s, (s + 1) % N):
                n_open -= is_open[q]
                is_open[q] = 0
    assert n_open == 0
    for (m, t) in runs_empty:
        empty = adsorbed_at > t
        block = empty.copy()
        for shift in range(1, m):
            block &= np.roll(empty, -shift)
        runs_empty[(m, t)] += block.mean() / runs_clock
waits, opens = np.array(waits), np.array(opens)
scaled = waits * k * opens
assert abs(scaled.mean() - 1) < 0.01
assert abs(scaled.var() - 1) < 0.03
assert kstest(scaled, "expon").pvalue > 1e-3
for (m, t), measured in runs_empty.items():
    tolerance = 0.004 if t == t_half else 0.0025
    assert abs(measured - empty_run_exact(m, t)) < tolerance
assert abs(runs_empty[(3, t_99)] - empty_run_exact(3, t_99)) < 4e-4

bins = []
for low, high in ((9000, 10000), (4000, 4200), (40, 50)):
    chosen = (opens >= low) & (opens <= high)
    measured = waits[chosen].mean()
    error = waits[chosen].std() / np.sqrt(chosen.sum())
    predicted = (1 / (k * opens[chosen])).mean()
    assert abs(measured - predicted) < 4.5 * error
    bins.append((low, high, measured, error, predicted))

# --- Rejection-free kinetic Monte Carlo of the same surface ---
n_half, n_99 = 0.5 * theta_sat * N, 0.99 * theta_sat * N
step_initial = 1 / (k * N)
t_fixed_99 = n_99 * step_initial
step_matched = t_99 / n_99
t_matched_half = n_half * step_matched
check_times = np.array([t_fixed_99, t_half, t_99])
runs_kmc = 40
theta_kmc = np.zeros(3)
final_times, final_counts = [], []
for run in range(runs_kmc):
    sites = list(range(N))
    place = list(range(N))
    t, event_times = 0.0, []
    while sites:
        t += pyrng.expovariate(k * len(sites))
        s = sites[pyrng.randrange(len(sites))]
        event_times.append(t)
        for q in ((s - 1) % N, s, (s + 1) % N):
            p = place[q]
            if p >= 0:
                tail = sites.pop()
                if tail != q:
                    sites[p] = tail
                    place[tail] = p
                place[q] = -1
    theta_kmc += np.searchsorted(event_times, check_times) / N / runs_kmc
    final_times.append(t)
    final_counts.append(len(event_times))
assert np.allclose(theta_kmc, theta_exact(check_times), atol=0.003)
assert abs(np.mean(final_counts) / N - theta_sat) < 0.0015
t_full = np.mean(final_times)
assert t_fixed_99 < 0.2 * t_99 and t_matched_half > 4 * t_half

# --- Rejection algorithm: fixed attempt spacing, variable event spacing ---
A_test = 1000
attempts = rng.geometric(A_test / N, size=100000)
event_wait = rng.gamma(attempts, 1 / (k * N))
assert abs(event_wait.mean() * k * A_test - 1) < 0.015
assert kstest(event_wait * k * A_test, "expon").pvalue > 1e-3


# --- Same number of adsorbates, different total rate ---
def count_open(occupied, size):
    return sum(all((s + d) % size not in occupied for d in (-1, 0, 1))
               for s in range(size))


open_near, open_far = count_open({0, 2}, 10), count_open({0, 5}, 10)
assert open_near != open_far

# --- Reversible six-site ring: event averages against time averages ---
L, k_des = 6, 100.0
states = [c for c in range(2**L)
          if all(not ((c >> i) & 1 and (c >> ((i + 1) % L)) & 1)
                 for i in range(L))]
index = {c: i for i, c in enumerate(states)}
number = np.array([bin(c).count("1") for c in states])
boltzmann = (k / k_des) ** number
boltzmann = boltzmann / boltzmann.sum()


def event_chain(k_hop):
    W = np.zeros((len(states), len(states)))
    for c in states:
        for i in range(L):
            flipped = c ^ (1 << i)
            if flipped in index:
                W[index[c], index[flipped]] += k_des if (c >> i) & 1 else k
            if (c >> i) & 1:
                for j in ((i + 1) % L, (i - 1) % L):
                    moved = (c ^ (1 << i)) | (1 << j)
                    if not (c >> j) & 1 and moved in index:
                        W[index[c], index[moved]] += k_hop
    R = W.sum(axis=1)
    jump = W / R[:, None]
    M = np.vstack([jump.T - np.eye(len(states)), np.ones(len(states))])
    rhs = np.zeros(len(states) + 1)
    rhs[-1] = 1
    visits = np.linalg.lstsq(M, rhs, rcond=None)[0]
    return visits, R


ring = []
for k_hop in (0.0, 2000.0):
    visits, R = event_chain(k_hop)
    mean_wait = (visits / R).sum()
    time_share = visits / R / mean_wait
    assert np.allclose(time_share, boltzmann, atol=1e-10)
    assert np.isclose(mean_wait, 1 / (boltzmann @ R), rtol=1e-9)
    single = R[number == 1]
    assert np.allclose(single, single[0])
    ring.append((k_hop, visits @ number / L, time_share @ number / L,
                 mean_wait))
assert ring[1][3] < ring[0][3]
assert ring[0][1] > ring[0][2] and ring[1][1] > ring[0][1]

# --- Numbers for the text ---
print("THREE COMPETING EVENTS")
print("rates:", rates, "1/s; total rate:", R3, "1/s")
print(f"predicted mean wait 1/R: {1e3 / R3:.3f} ms")
print("sampled share of each event:", np.round(share, 3))
print("sampled mean wait by event chosen:",
      np.round(1e3 * wait_by_winner, 2), "ms")
print(f"sampled standard deviation of wait: {1e3 * first.std():.2f} ms")
print("SURFACE FILLING")
print(f"sites N: {N}; rate per open site k: {k:.0f} 1/s")
print(f"saturation coverage: {theta_sat:.4f} per site")
for name, t in (("start", 0.0), ("half saturation", t_half),
                ("99% saturation", t_99)):
    A = N * empty_run_exact(3, t)
    print(f"{name}: time {1e3 * t:.1f} ms, coverage {theta_exact(t):.4f}")
    print(f"  expected open sites A {A:.1f}, 1/(kA) {1e6 / (k * A):.1f} us")
A_99 = N * empty_run_exact(3, t_99)
print(f"ratio of 1/(kA), 99% saturation to start: {N / A_99:.0f}")
print("waits from independent site clocks, grouped by open sites:")
for low, high, measured, error, predicted in bins:
    print(f"  A {low}-{high}: measured {1e6 * measured:.2f} +- "
          f"{1e6 * error:.2f} us, mean of 1/(kA) {1e6 * predicted:.2f} us")
print(f"mean of wait*k*A: {scaled.mean():.4f}; variance: {scaled.var():.4f}")
print("FIXED CLOCKS")
print(f"adsorptions at half saturation: {n_half:.0f}; at 99%: {n_99:.0f}")
print(f"clock 1, step 1/(kN): {1e6 * step_initial:.1f} us")
print(f"clock 1, time of 99% saturation: {1e3 * t_fixed_99:.1f} ms")
print(f"true fraction of saturation then: "
      f"{theta_exact(t_fixed_99) / theta_sat:.3f}")
print(f"clock 2, step matched at 99%: {1e6 * step_matched:.1f} us")
print(f"clock 2, time of half saturation: {1e3 * t_matched_half:.1f} ms")
print(f"true 99% time / clock 1 time: {t_99 / t_fixed_99:.2f}")
print(f"clock 2 half time / true half time: {t_matched_half / t_half:.2f}")
print("KMC coverage at clock-1 99% time, true half time, true 99% time:")
print("  simulated", np.round(theta_kmc, 4),
      "formula", np.round(theta_exact(check_times), 4))
print(f"KMC mean time to complete filling: {1e3 * t_full:.0f} ms")
print(f"share of that time after 99% saturation: {1 - t_99 / t_full:.2f}")
print("REJECTION ALGORITHM")
print(f"open sites: {A_test}; mean attempts per event: {attempts.mean():.2f}")
print(f"mean time per attempt: {1e6 / (k * N):.1f} us; per event: "
      f"{1e6 * event_wait.mean():.1f} us")
print("TWO ADSORBATES ON TEN SITES")
print(f"separation 2: open {open_near}, mean wait "
      f"{1e3 / (k * open_near):.1f} ms")
print(f"separation 5: open {open_far}, mean wait "
      f"{1e3 / (k * open_far):.1f} ms")
print(f"REVERSIBLE SIX-SITE RING, k {k:.0f} 1/s, k_des {k_des:.0f} 1/s")
for k_hop, by_event, by_time, mean_wait in ring:
    print(f"hop rate {k_hop:.0f} 1/s: event-average coverage {by_event:.4f}")
    print(f"  time-average coverage {by_time:.4f}, mean time per event "
          f"{1e3 * mean_wait:.3f} ms")
print("verified")
```

Printed output:

```
THREE COMPETING EVENTS
rates: [ 20.  60. 120.] 1/s; total rate: 200.0 1/s
predicted mean wait 1/R: 5.000 ms
sampled share of each event: [0.1   0.302 0.599]
sampled mean wait by event chosen: [4.99 4.97 5.  ] ms
sampled standard deviation of wait: 4.99 ms
SURFACE FILLING
sites N: 10000; rate per open site k: 20 1/s
saturation coverage: 0.4323 per site
start: time 0.0 ms, coverage 0.0000
  expected open sites A 10000.0, 1/(kA) 5.0 us
half saturation: time 16.6 ms, coverage 0.2162
  expected open sites A 4069.6, 1/(kA) 12.3 us
99% saturation: time 173.7 ms, coverage 0.4280
  expected open sites A 44.6, 1/(kA) 1121.4 us
ratio of 1/(kA), 99% saturation to start: 224
waits from independent site clocks, grouped by open sites:
  A 9000-10000: measured 5.18 +- 0.03 us, mean of 1/(kA) 5.27 us
  A 4000-4200: measured 12.51 +- 0.14 us, mean of 1/(kA) 12.20 us
  A 40-50: measured 1124.79 +- 35.25 us, mean of 1/(kA) 1117.68 us
mean of wait*k*A: 0.9974; variance: 0.9901
FIXED CLOCKS
adsorptions at half saturation: 2162; at 99%: 4280
clock 1, step 1/(kN): 5.0 us
clock 1, time of 99% saturation: 21.4 ms
true fraction of saturation then: 0.580
clock 2, step matched at 99%: 40.6 us
clock 2, time of half saturation: 87.7 ms
true 99% time / clock 1 time: 8.12
clock 2 half time / true half time: 5.27
KMC coverage at clock-1 99% time, true half time, true 99% time:
  simulated [0.2509 0.2164 0.4281] formula [0.2508 0.2162 0.428 ]
KMC mean time to complete filling: 401 ms
share of that time after 99% saturation: 0.57
REJECTION ALGORITHM
open sites: 1000; mean attempts per event: 9.97
mean time per attempt: 5.0 us; per event: 49.9 us
TWO ADSORBATES ON TEN SITES
separation 2: open 5, mean wait 10.0 ms
separation 5: open 4, mean wait 12.5 ms
REVERSIBLE SIX-SITE RING, k 20 1/s, k_des 100 1/s
hop rate 0 1/s: event-average coverage 0.1524
  time-average coverage 0.1273, mean time per event 6.545 ms
hop rate 2000 1/s: event-average coverage 0.2109
  time-average coverage 0.1273, mean time per event 0.362 ms
verified
```
